Comment on Counting Gamma-Ray Charge in Germanium by the Band Gap

**The argument under comment**

The argument runs as follows. A cooled germanium detector absorbs a 600 keV photon completely. The band gap is 0.74 eV, and lifting one electron across it leaves one electron and one hole. Energy is conserved, so the number of pairs is 600 000/0.74, or about 811 000, and the charge of one sign is about 130 fC. If the electronics report much less, the crystal must be losing carriers before they reach the contacts.

The division is correct, and so is the gap. The question is whether energy conservation permits the division at all.

**1. What energy conservation says**

Let E_γ be the photon energy, E_g the gap and N the number of pairs when the creation of pairs has ended. The energy of a carrier, electron or hole, is measured from its own band edge into the band, so that it is a positive kinetic energy E. A pair with kinetic energies E₁ and E₂ then contains the energy E_g + E₁ + E₂. If the carriers together hold kinetic energy K at the end, and the lattice has by then received energy Q as phonons, the balance is

E_γ = N E_g + K + Q.

Since K and Q cannot be negative, this gives N ≤ E_γ/E_g. The argument has replaced an upper bound by a value. Dividing the balance by N gives the mean cost of a pair, ε = E_γ/N:

ε = E_g + r + q, with r = K/N and q = Q/N.

The equality ε = E_g would require every carrier to finish at its band edge without having emitted a phonon. What has to be found is the size of r and q.

There is a case in which the gap does set the scale. A photon with energy between one and two gaps can make at most one pair, and slightly more than one gap can suffice. In germanium the gap is indirect, so a phonon must supply the crystal momentum for absorption at that edge. That is one absorption event. A gamma ray makes its pairs through a long chain of collisions, and the minimum cost of one event is not the average cost in the chain.

**2. How one fast carrier makes another pair**

The gamma ray gives its energy to a few fast electrons. A fast carrier can lift a further electron across the gap, a process called impact ionization. One carrier of energy E becomes three: itself, a new electron and a new hole. The gap has to be paid, so the three share

W = E − E_g, with E₁ + E₂ + E₃ = W.

A carrier with E ≤ E_g cannot do this. Its kinetic energy is stranded: it can make no further pair, however much of it is left.

To find how W is shared, I take a simple model. Electrons and holes are alike, with parabolic bands, E = k²/(2m) in atomic units (ħ = 1). The number of states in a shell is proportional to k² dk. Since k is proportional to √E and dk to dE/√E, the density of states is proportional to √E. I also assume that all final states allowed by energy are equally likely, with no selection by momentum; section 6 returns to this. The ionization rate is then proportional to

I(W) = ∫∫ √(E₁E₂E₃) dE₁ dE₂, with E₃ = W − E₁ − E₂.

Hold E₁ fixed and write S = W − E₁. The integral over E₂ is

∫₀^S √(E₂(S − E₂)) dE₂ = πS²/8,

because the integrand traces a semicircle of radius S/2. There remains

I(W) = (π/8) ∫₀^W √E₁ (W − E₁)² dE₁.

Put E₁ = xW. The root gives W^(1/2), the square gives W² and dE₁ gives W, so

I(W) = (π/8) W^(7/2) ∫₀¹ √x (1 − x)² dx.

Expanding the square, the last integral is 2/3 − 4/5 + 2/7 = 16/105. Hence

I(W) = (2π/105) W^(7/2).

At W = 1.7 eV this gives 0.38332 eV^3.5, and direct numerical integration of the double integral gives the same figure.

The calculation also yields the distribution of the share x that one chosen carrier receives. It is the last integrand divided by its integral:

f(x) = (105/16) √x (1 − x)².

The three carriers are equivalent and their shares add to one, so the mean share is 1/3.

**3. The competing process**

A carrier may instead emit a phonon of energy ω and drop to E − ω. The number of final states makes this rate proportional to √(E − ω). With energies in eV, the ratio of the phonon rate to the ionization rate is

ρ(E) = C √(E − ω)/(E − E_g)^(7/2),

and the next event is an ionization with probability p = 1/(1 + ρ).

For the example I take ω = 0.037 eV, a phonon rate scale of 10¹⁴ s⁻¹ at 1 eV and an ionization rate scale of 10¹² s⁻¹ at 1 eV above the gap, so C = 100. The two rates are order-of-magnitude inputs. At E = 3 eV, for instance, W = 2.26 eV and

ρ = 100 × √2.963/2.26^3.5 = 9.9, p = 0.092.

About ten events in eleven are phonon emissions, even though the carrier has four times the energy of the gap.

Let n(E) be the mean number of further pairs that follow from one carrier of energy E. For E ≤ E_g it is zero. Above that, an ionization adds one pair and leaves three carriers to continue, while a phonon leaves one carrier with slightly less energy:

n(E) = p [1 + 3⟨n⟩] + (1 − p) n(E − ω), where ⟨n⟩ = ∫₀¹ f(x) n(xW) dx.

The right side contains n only at energies below E, so the equation can be solved upward from the threshold. Here are some results:

E = 1.5 eV: n = 0.017
E = 2.0 eV: n = 0.13
E = 3.0 eV: n = 0.78
E = 5.0 eV: n = 1.38

A carrier of 1.5 eV has about twice the energy needed for another pair, yet in this model fewer than two in a hundred such carriers make one. At 3 eV the yield is much larger than the 9 % chance per event, because each phonon removes little energy and the carrier gets many further chances.

**4. Why one number ε describes the whole cascade**

At high energy ρ falls as C/E³, so a carrier loses little to phonons before it ionizes. The mean number of phonons before an ionization, at fixed p, is (1 − p)/p = ρ. At 10 eV, where p = 0.88, this is about 0.13 phonons, or 0.005 eV, which is negligible beside 10 eV. The equation then reduces to n = 1 + 3⟨n⟩. Try a straight line, n = aE + b. It fails for new carriers of low energy, but because f(x) starts as √x, the fraction of carriers that land below any fixed energy falls as E^(−3/2), so at high E the line may be used for all three. Since the mean share is W/3,

aE + b = 1 + 3[a(E − E_g)/3 + b] = 1 + aE − aE_g + 3b.

The terms aE cancel, whatever a is. The rest gives b = (aE_g − 1)/2. The slope a is pairs per unit energy, so a = 1/ε, and

n(E) + 1/2 = (E + E_g/2)/ε.

The high-energy equation fixes the intercept but leaves ε free. The value of ε is decided at the bottom of the cascade, where ionization, cooling and stranding compete.

The formula has a simple reading. A carrier is half a pair, and E + E_g/2 is its energy measured from midgap. Ionization conserves the sum of these energies, because the three new carriers have

(E₁ + E₂ + E₃) + 3E_g/2 = E − E_g + 3E_g/2 = E + E_g/2.

The solved values of n show how soon the straight line is reached. At 10 eV, n = 3.156, so ε = 10.37/3.656 = 2.84 eV. At 5 eV the same formula gives 5.37/1.884 = 2.85 eV, but at 3 eV it gives 3.37/1.281 = 2.63 eV, so there the line is not yet valid. The slope of n between 10 and 20 eV is an independent measure, since it does not use the intercept, and it also gives 2.84 eV.

Now return to the photon. Suppose that at some stage of the cascade there are M carriers, which is M/2 pairs, and that no energy has yet gone to phonons. Then E_γ = (M/2)E_g + ΣE_i, which is the sum of all the energies E_i + E_g/2. If every carrier is still in the range of the straight line, the final number of pairs is

N = M/2 + Σn(E_i) = Σ[n(E_i) + 1/2] = Σ(E_i + E_g/2)/ε = E_γ/ε.

The intercept has disappeared, and it does not matter how the energy was divided. I tested this by following individual carriers at random through the cascade. A photon of 25 eV that starts with an electron of 15 eV and a hole of 9.26 eV makes 8.817 ± 0.009 pairs on average. With 18 eV for the electron and 6.26 eV for the hole it makes 8.801 ± 0.008. The errors are standard errors of the mean, and the formula gives 8.813. For the second split the equation for n gives 8.802, about 0.1 % below the formula, because a carrier of 6.26 eV is not yet exactly on the line.

**5. Where the energy goes**

The stranded energy and the phonon energy obey equations of the same kind as n. Let K(E) be the mean energy finally stranded when one carrier starts at E. It equals E for E ≤ E_g, and above that

K(E) = 3p⟨K⟩ + (1 − p) K(E − ω).

For the phonon energy emitted before stranding, each phonon adds ω:

Q(E) = 3p⟨Q⟩ + (1 − p)[ω + Q(E − ω)],

with Q = 0 for E ≤ E_g. At high energy both are proportional to E + E_g/2, because this is the quantity that ionization conserves. Dividing them by n + 1/2 therefore gives constant energies per pair, which are r and q. The result for the example is

ε = 0.74 + 1.15 + 0.95 = 2.84 eV.

The first term is the gap, the second is stranded kinetic energy and the third is phonon energy emitted earlier. The cost is 3.8 gaps.

The division between r and q is one of timing. A stranded carrier goes on emitting phonons until it is near its band edge, so its kinetic energy also becomes heat. In the end the lattice receives ε − E_g, which is 74 % of the photon energy, and 26 % remains as the gap energy of separated pairs. It would be wrong to picture kinetic energy and phonons as two separate final destinations.

It is instructive to switch phonon emission off, keeping everything else fixed. A bound is then available without solving anything. N pairs are 2N carriers, each stranded with at most E_g, so K ≤ 2N E_g and

E_g ≤ ε ≤ 3E_g = 2.22 eV.

The solution is ε = 1.17 eV, of which 0.43 eV is stranded. Stranding alone therefore refutes the argument, but with the threshold at E_g it cannot account for 2.84 eV, which lies above the bound. (A higher threshold raises the bound; for the 1.11 eV of section 6 the solved cost without phonons is still only 1.52 eV.) Phonons must take energy while the carriers are still able to ionize.

Phonon emission raises the cost by 1.66 eV. Of this, 0.95 eV is the phonon energy q itself, and the other 0.72 eV is an increase in the stranded energy, from 0.43 to 1.15 eV (each figure is rounded separately). The increase may look odd, since phonons remove kinetic energy. The larger part of it comes from the way in which carriers cross the threshold. A carrier that crosses it by emitting a phonon starts less than ω above E_g and so lands less than ω below it. It is stranded with at least 0.70 eV, close to the largest amount possible. Without phonons, carriers get below the threshold through the sharing of W, which often leaves them with little. With phonons, 56 % of the carriers are stranded by a phonon. The others are created below the threshold, but with more energy than before, 0.39 eV on average, because ionization now takes place at larger W; this supplies the rest of the increase. The mean stranded energy per carrier is r/2, which is 0.58 eV with phonons and 0.22 eV without.

**6. Two objections the argument might raise**

*The result depends on a ratio of rates that is poorly known.* It does, but weakly. While a carrier cools through a small interval dE it emits dE/ω phonons, and for each of these the chance of ionizing instead is about 1/ρ when ρ is large. With ω much smaller than E, the chance of ionizing in the interval is

dE/(ωρ) = W^(7/2) dE/(Cω√E).

So C and ω enter together, as the product Cω. Halving ω and doubling C changes the computed cost only from 2.837 to 2.843 eV.

To find where ionization becomes likely, set the integral of this chance from threshold up to W* equal to one. For a rough estimate replace √E by √W, which makes the integrand W³/(Cω):

W*⁴/(4Cω) = 1, so W* = (4Cω)^(1/4) = (4 × 100 × 0.037)^(1/4) ≈ 2.0 eV.

Since √W is smaller than √E, this is somewhat too low. It shows that a carrier needs roughly 2.7 eV (2.8 eV with √E kept), rather than 0.74 eV, before ionization competes well with cooling. It also shows that this excess energy varies only as the fourth root of C. The solved cost varies still more weakly: with gap and phonon energy held fixed, it is 2.46 eV for C = 100/3 and 3.33 eV for C = 300. A ninefold change in the ratio changes the cost by 36 % of the lower value.

*Momentum conservation has been ignored.* For equal parabolic masses, with both band edges at zero crystal momentum, it raises the threshold. (Germanium's indirect gap does not meet the second condition, so this is a test of the model.) The three final momenta must add up to the initial one, k₀. Since the squares |k_i − k₀/3|² cannot have a negative sum, expanding them gives

Σk_i² − (2/3)k₀·Σk_i + k₀²/3 = Σk_i² − k₀²/3 ≥ 0.

Divided by 2m, this says that the final kinetic energies add up to at least E/3. Energy conservation, E = E_g + ΣE_i, then gives E ≥ E_g + E/3, or

E ≥ 3E_g/2 = 1.11 eV.

Without phonons this matters: forbidding ionization below 1.11 eV raises the cost from 1.17 to 1.52 eV. With phonons the cost stays at 2.84 eV. The chance derived above explains why. Between 0.74 and 1.11 eV, W runs from 0 to 0.37 eV and √E is at least √0.74, so, with cooling treated as continuous, the total chance of ionizing while cooling through this range is at most

0.37^4.5/(4.5 × 100 × 0.037 × √0.74) ≈ 0.0008.

Forbidding an event that hardly ever happens changes almost nothing. Cutting off ionization below 1.11 eV, with the rate above it unchanged, is therefore unimportant here. A higher threshold does matter when it lowers the rate at all energies: a rate of the same scale that grows as (E − 1.11 eV)^(7/2) raises the cost to 3.21 eV. Momentum conservation would also change the ionization rate and the sharing of energy above the threshold, and those changes are not computed here.

**7. The detector count, corrected**

For the 600 keV photon the model gives

N = 600 000/2.84 ≈ 210 000 pairs,

and a charge of 34 fC, against the 811 000 pairs and 130 fC of the argument. A reading near 34 fC would lead the argument to conclude that about three quarters of the carriers had been lost. In the model those carriers were never created.

Real losses in collection can be estimated separately. With a drift speed of 10⁷ cm/s, a carrier crosses 1 cm in 0.1 μs. For a trapping lifetime of 100 μs, the fraction lost is about 0.1 %. These are rough values for a good crystal at high field; a damaged crystal can trap far more, and then the charge does fall short for the reason the argument gives. The two effects should be kept apart: ε fixes how many pairs are created, and trapping fixes how many are collected.

**8. How far the model can be trusted for germanium**

The measured cost in cooled germanium is roughly 3 eV, so the model's 2.84 eV has the right size. This is not a prediction of the measured figure, because C was put in by hand, and a factor of three in C either way already moves the cost between 2.46 and 3.33 eV. Since both rates are order-of-magnitude inputs, the true uncertainty of the model may be larger. The gap and the phonon energy are typical of germanium near 77 K. Real bands are not parabolic over several electronvolts, and electrons and holes are not alike. The full effect of this on the cost is not computed here. Changing only the way W is shared, as if the density of states were constant, with the rates unchanged (the output labels this "flat-band", meaning a flat density of states and not a band without dispersion), lowers the cost to 2.70 eV, about 5 %. Core levels, plasmons and acoustic phonons are absent. The extension from 25 eV to 600 keV assumes that the fast electrons pass their energy on through carriers of at least several electronvolts. To the extent that they create slow carriers directly, the straight line of section 4 does not apply to these, and ε shifts by an amount not computed here.

Two further effects are small at the operating point. The thermal occupation of the phonon mode at 77 K is 0.004, so neglecting phonon absorption is safe. The other effect is that of the applied field, taken as 1000 V/cm. The energy that becomes heat is (ε − E_g)/2 = 1.05 eV per carrier, or about 28 phonons, and at 10¹⁴ s⁻¹ their emission takes roughly 0.3 ps. At the drift speed above, a pair gains about 0.006 eV from the field in that time, or 0.2 % of ε. This takes the phonon rate as constant. In the model it falls as a carrier slows, which nearly doubles the time, but the gain is still only about 0.4 % of ε.

Near room temperature the gap is smaller. Taking 0.666 eV, with C and ω unchanged, gives 2.71 eV. The gap has fallen by 10 % but the cost by less than 5 %, so the ratio rises from 3.8 to 4.1 gaps. Replacing the argument's rule by "four times the gap" would thus only exchange one false proportionality for another. The occupation at 300 K is also 0.31, so phonon absorption is no longer rare. Stimulated emission grows by the same amount, which leaves the average cooling rate nearly unchanged. Neither is included here, and 2.71 eV shows the effect of the gap alone.

The numerical output below lists the main values used here. The argument can be repaired by one change: divide the absorbed energy by ε, measured for the material at its working temperature, and keep E_g for the upper bound on the number of pairs.

Computed results

```
Gap: 0.740 eV; phonon energy: 0.037 eV
Phonon rate scale: 1.0e+14 1/s
Ionization rate scale: 1.0e+12 1/s
Rate ratio C: 100 (energies in eV)
Phase-space integral at W = 1.7 eV: 0.38332 eV^3.5
Phase-space formula at same W: 0.38332 eV^3.5
Momentum-conserving threshold: 1.110 eV
--- cost per pair ---
Mean cost eps: 2.837 eV = 3.83 gaps
  stranded kinetic energy: 1.151 eV
  phonons before stranding: 0.945 eV
  sum of gap and both parts: 2.837 eV
eps from slope of n(E): 2.836 eV
Share ending as heat: 73.9 %
eps without phonon emission: 1.173 eV
  its stranded kinetic energy: 0.433 eV
--- further pairs from one carrier, and ionization chance ---
E =  1.5 eV: n = 0.0167; p per event = 0.0032
E =  2.0 eV: n = 0.1282; p per event = 0.0158
E =  3.0 eV: n = 0.7806; p per event = 0.0916
E =  5.0 eV: n = 1.3843; p per event = 0.4173
E = 10.0 eV: n = 3.1556; p per event = 0.8845
--- simulation, 25 eV photon, 15000 trials ---
Electron 15 eV, C = 100: pairs 8.817 +/- 0.009; law 8.813
Electron 18 eV, C = 100: pairs 8.801 +/- 0.008; law 8.813
Electron 15 eV, C = 0: pairs 21.309 +/- 0.011; law 21.311
--- detector example ---
Photon energy: 600 keV
Pairs: 2.115e+05; charge: 33.9 fC
Naive pairs: 8.108e+05; charge: 129.9 fC
--- sensitivity and neglected effects ---
eps at C = 33.3: 2.456 eV
eps at C = 300: 3.335 eV
eps, half phonon energy, double C: 2.843 eV
eps with threshold 1.5 gap: 2.838 eV
  same without phonons: 1.522 eV
eps with flat-band energy sharing: 2.703 eV
eps with warm gap 0.666 eV: 2.709 eV
Phonon occupation at 77 K: 0.0038
Phonon occupation at 300 K: 0.314
Field 1000 V/cm, drift speed 1e+07 cm/s
Cooling time: 0.28 ps
Field energy gained per pair: 0.0057 eV
Drift depth 1 cm, lifetime 100 us
Trapped fraction: 0.10 %
```
